# ZORA and Dirac energies of hydrogenic ions, and their exact scaling

## The question

In a volatile tungsten compound used to deposit metal films, the valence electrons form the bonds, yet their orbitals reach into the region close to a nucleus of charge 74. There the potential energy is comparable with twice the electron's rest energy, and an expansion in powers of potential over rest energy fails. The zeroth-order regular approximation (ZORA) keeps the strong potential in a denominator, where it does no harm, and discards the orbital energy beside it. This is a mild step for a valence electron and a serious one for a core electron.

A single electron bound to a bare nucleus shows what the step costs. There the ZORA and Dirac energies are connected by a simple exact relation, and a rescaling of the ZORA energy restores the Dirac value.

## Equations and conventions

Hartree atomic units are used, with \(c\) the speed of light. Energies exclude the rest energy \(c^2\). The nucleus is a fixed point charge, \(V=-Z/r\), and radiative corrections are left out. For a two-component upper part \(\phi\) and lower part \(\chi\), the Dirac equation is

\[
V\phi+c\,\sigma\!\cdot\!p\,\chi=E\phi,\qquad
c\,\sigma\!\cdot\!p\,\phi+(V-2c^2)\chi=E\chi .
\]

The second equation gives

\[
\chi=\frac{c}{2c^2+E-V}\,\sigma\!\cdot\!p\,\phi ,
\]

and insertion into the first gives

\[
\left[\sigma\!\cdot\!p\,\frac{c^2}{2c^2+E-V}\,\sigma\!\cdot\!p+V\right]\phi=E\phi. \tag{1}
\]

This is still the Dirac equation, with \(E=E_D\). ZORA drops \(E\) from the denominator:

\[
\left[\sigma\!\cdot\!p\,\frac{c^2}{2c^2-V}\,\sigma\!\cdot\!p+V\right]\phi_Z=E_Z\phi_Z. \tag{2}
\]

For the radial form, write \(\phi=(P/r)\Omega_\kappa\), where \(\Omega_\kappa\) is a spin-angular function with \(\sigma\cdot L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa\). Since \(\sigma\cdot p=-i\sigma_r(\partial_r-\sigma\cdot L/r)\),

\[
\sigma\!\cdot\!p\,\phi=-i\sigma_r\Omega_\kappa\frac1r\left(P'+\frac{\kappa P}{r}\right).
\]

With \(\chi=-i\sigma_r\Omega_\kappa Q/r\), and because \(\sigma_r\Omega_\kappa\) belongs to \(-\kappa\), the Dirac equation becomes

\[
P'=-\frac{\kappa}{r}P+\frac{2c^2+E-V}{c}Q,\qquad
Q'=\frac{\kappa}{r}Q+\frac{V-E}{c}P. \tag{3}
\]

ZORA omits \(E\) in the first equation and keeps it in the second. Near the nucleus set \(P\simeq p_0r^\gamma\), \(Q\simeq q_0r^\gamma\). The most singular terms give \((\gamma+\kappa)p_0=(Z/c)q_0\) and \((\gamma-\kappa)q_0=-(Z/c)p_0\), hence

\[
\gamma=\sqrt{\kappa^2-Z^2/c^2}.
\]

The energy does not enter, so both theories have the same exponent. We assume \(Z/c<|\kappa|\) and take the regular solution, \(\gamma>0\).

## The energy relation

The Coulomb potential has no length scale of its own. Let \(r=sr'\) with \(s>0\), so that \(p=p'/s\). The denominator in (1) becomes

\[
2c^2+E_D+\frac{Z}{sr'}=\frac1s\left[s(2c^2+E_D)+\frac Z{r'}\right].
\]

Choose \(s\) so that the first term in the bracket is \(2c^2\):

\[
s=\frac{2c^2}{2c^2+E_D}. \tag{4}
\]

A bound state has \(-2c^2<E_D<0\), so \(s>1\). The two momenta supply \(1/s^2\) and the inverted denominator supplies \(s\). Equation (1) is now

\[
\frac1s\left[\sigma\!\cdot\!p'\frac{c^2}{2c^2+Z/r'}\sigma\!\cdot\!p'-\frac Z{r'}\right]\phi_D(sr')=E_D\,\phi_D(sr').
\]

After multiplication by \(s\) this is the ZORA equation (2), with eigenvalue \(sE_D\). Therefore

\[
E_Z=\frac{2c^2E_D}{2c^2+E_D},\qquad \phi_Z(r)\propto\phi_D(sr). \tag{5}
\]

To invert it, multiply out: \(2c^2E_Z+E_ZE_D=2c^2E_D\), so

\[
E_D=\frac{E_Z}{1-E_Z/2c^2}. \tag{6}
\]

Every bound ZORA solution can be carried back in the same way. For \(E_Z<0\), (6) gives an energy between \(-2c^2\) and 0, and \(s=1-E_Z/2c^2\) is positive. Dilation preserves regularity and normalizability, so the bound states correspond one to one. Their order is kept too, because \(dE_Z/dE_D=s^2>0\).

The error follows by subtraction:

\[
E_Z-E_D=\frac{2c^2E_D-E_D(2c^2+E_D)}{2c^2+E_D}=-\frac{E_D^2}{2c^2+E_D}. \tag{7}
\]

ZORA thus binds every hydrogenic level too strongly. While the binding energy is small beside \(2c^2\), the error grows as its square, and for deeper levels it grows faster still because the denominator shrinks. This is why it matters much more for the core than for weakly bound levels.

The lower component follows the same dilation. In \(\chi_D=c(2c^2+E_D+Z/r)^{-1}\sigma\cdot p\,\phi_D\), the momentum gives \(1/s\) and the inverse denominator gives \(s\). These cancel, leaving \(c(2c^2+Z/r')^{-1}\sigma\cdot p'\phi_D(sr')\). The complete ZORA spinor, with lower part

\[
\chi_Z=\frac{c}{2c^2-V}\sigma\!\cdot\!p\,\phi_Z, \tag{8}
\]

is therefore the Dirac spinor compressed by the factor \(s\).

## Where the scaled energy comes from

Expand the denominator in (1) to first order in the energy that ZORA neglected:

\[
\frac{c^2}{2c^2+E-V}\simeq\frac{c^2}{2c^2-V}-E\frac{c^2}{(2c^2-V)^2}.
\]

Take the mean over the normalized ZORA orbital. The first term and \(V\) together give \(E_Z\), so \(E=E_Z-EN\), with

\[
N=\left\langle\phi_Z\left|\sigma\!\cdot\!p\frac{c^2}{(2c^2-V)^2}\sigma\!\cdot\!p\right|\phi_Z\right\rangle=\langle\chi_Z|\chi_Z\rangle .
\]

Solving for \(E\) defines the scaled energy

\[
E_S=\frac{E_Z}{1+N}. \tag{9}
\]

This argument alone promises a first-order improvement. A second reading of (9) says more. Let \(T\) be the mean ZORA kinetic energy, \(T=\langle\sigma\cdot p\,c^2(2c^2-V)^{-1}\sigma\cdot p\rangle\). The Dirac Hamiltonian evaluated with \((\phi_Z,\chi_Z)\) contains three parts: \(\langle V\rangle\) from the upper component, \(2T\) from the two coupling terms, and

\[
\langle\chi_Z|V-2c^2|\chi_Z\rangle=-T
\]

from the lower component. Their sum is \(\langle V\rangle+T=E_Z\), while the norm of the spinor is \(1+N\). Hence \(E_S\) is the mean Dirac energy of the ZORA spinor. This holds for a general local potential for which \(2c^2-V\) is positive and the integrals exist.

## Why scaling is exact for the Coulomb potential

To find \(N\), use the normalized trial function \(\eta^{3/2}\phi_Z(\eta r)\) in the ZORA energy. Changing the integration variable gives

\[
W(\eta)=\left\langle\sigma\!\cdot\!p\frac{\eta^2c^2}{2c^2-\eta V}\sigma\!\cdot\!p\right\rangle+\eta\langle V\rangle .
\]

Since \(\phi_Z\) is an eigenfunction, \(W'(1)=0\). The boundary term at the nucleus behaves as \(r^{2\gamma}\) and vanishes. The derivative of the kinetic factor at \(\eta=1\), apart from \(c^2\), is

\[
\frac{2}{2c^2-V}+\frac{V}{(2c^2-V)^2}
=\frac1{2c^2-V}+\frac{2c^2}{(2c^2-V)^2},
\]

where \(V=2c^2-(2c^2-V)\) was used in the second numerator. Thus \(T+2c^2N+\langle V\rangle=0\), or

\[
N=-\frac{E_Z}{2c^2}. \tag{10}
\]

Putting (10) into (9) gives precisely the right side of (6):

\[
E_S=\frac{E_Z}{1-E_Z/2c^2}=E_D. \tag{11}
\]

It may seem odd that a compressed spinor, which is not a Dirac eigenfunction, has the exact Dirac energy as its mean. The reason is visible in the full Hamiltonian, \(c\,\alpha\cdot p+V+(\beta-1)c^2\). For the normalized spinor \(\eta^{3/2}\psi_D(\eta r)\), the first two terms scale as \(\eta\) and the last does not change:

\[
\langle H\rangle_\eta=\eta\langle c\,\alpha\!\cdot\!p+V\rangle+\langle(\beta-1)c^2\rangle. \tag{12}
\]

The mean is stationary at \(\eta=1\), so the coefficient of \(\eta\) is zero. The mean energy is then the same for every \(\eta>0\), including \(\eta=s\), which is the ZORA spinor. The orbital remains too compact; scaling corrects the energy and leaves the density as it was.

## Closed form of the levels

The relation above needs no formula for \(E_D\), but one is easily obtained. At large \(r\), (3) has decaying solutions \(e^{-\lambda r}\) with

\[
\lambda^2=-\frac{E_D(2c^2+E_D)}{c^2}.
\]

Set \(P=e^{-\lambda r}r^\gamma\sum_kp_kr^k\), and \(Q\) likewise with \(q_k\). With \(b=(2c^2+E_D)/c\), equal powers of \(r\) give

\[
(\gamma+k+\kappa)p_k-\frac Zcq_k=\lambda p_{k-1}+bq_{k-1},
\]
\[
(\gamma+k-\kappa)q_k+\frac Zcp_k=\lambda q_{k-1}-\frac{E_D}{c}p_{k-1}.
\]

Because \(-bE_D/c=\lambda^2\), \(\lambda\) times the first right side equals \(b\) times the second. The left sides must therefore obey

\[
\lambda\left[(\gamma+k+\kappa)p_k-\frac Zcq_k\right]=b\left[(\gamma+k-\kappa)q_k+\frac Zcp_k\right]. \tag{13}
\]

For large \(k\), the combination \(u_k=\lambda p_k+bq_k\) obeys \(ku_k\simeq2\lambda u_{k-1}\). An endless series would grow as \(e^{2\lambda r}\) and overcome the decaying factor, so the series must stop. If \(k=m\) is the last term, then \(\lambda p_m+bq_m=0\). Insert \(q_m=-\lambda p_m/b\) in (13) and divide by \(\lambda p_m\):

\[
\gamma+m+\kappa+\frac{Z\lambda}{cb}=-(\gamma+m-\kappa)+\frac{Zb}{c\lambda}.
\]

The terms in \(\kappa\) cancel. Multiplying by \(\lambda\) and using \(\lambda^2/b=-E_D/c\),

\[
2\lambda(\gamma+m)=\frac Zc\left(b+\frac{E_D}{c}\right)=\frac{2Z(c^2+E_D)}{c^2}.
\]

Now square, using \(c^2\lambda^2=c^4-(c^2+E_D)^2\). The left side is positive, so \(c^2+E_D\) is positive and

\[
E_D=c^2\left\{\left[1+\frac{Z^2}{c^2(n-|\kappa|+\gamma)^2}\right]^{-1/2}-1\right\}, \tag{14}
\]

with \(m=n-|\kappa|\). For \(m=0\), the ratio \(q_0/p_0=-\lambda/b\) is negative, and the small-\(r\) condition then requires \(\kappa<0\). Positive \(\kappa\) starts at \(m=1\).

For 1s, \(\gamma^2+Z^2/c^2=1\), and (14) and (5) reduce to

\[
E_D=c^2(\gamma-1),\qquad E_Z=2c^2\frac{\gamma-1}{\gamma+1}. \tag{15}
\]

Two limits are instructive. For \(Z\ll c\),

\[
E_D\simeq-\frac{Z^2}{2}-\frac{Z^4}{8c^2},\qquad E_Z-E_D\simeq-\frac{Z^4}{8c^2}.
\]

At this order ZORA doubles the relativistic correction to the 1s energy. As \(Z\) approaches \(c\) from below, \(E_D\to-c^2\) while \(E_Z\to-2c^2\): the binding energy itself is doubled.

## The one-electron tungsten ion

Take \(Z=74\), for which \(2c^2=37557.73\) hartree. The ZORA energies and \(N\) were found by diagonalization in a radial basis. The Dirac energies came from solving (1) self-consistently in the same kind of basis and agree with (14). In hartree:

| State | \(E_D\) | \(E_Z\) | \(E_Z-E_D\) |
|---|---:|---:|---:|
| 1s | −2973.40 | −3229.04 | −255.64 |
| 2p\(_{1/2}\) | −758.68 | −774.32 | −15.64 |
| 2p\(_{3/2}\) | −697.45 | −710.65 | −13.20 |
| 6s | −79.72 | −79.89 | −0.17 |

The 2s level coincides with 2p\(_{1/2}\) in both theories, since (14) depends on \(|\kappa|\) and (5) maps equal energies to equal energies.

For 1s, (4) gives

\[
s=\frac{37557.73}{37557.73-2973.40}=1.08598,
\]

and \(sE_D=-3229.04\) hartree, as found by diagonalization. The separately integrated lower-component norm is \(N=0.0859754\), so

\[
E_S=\frac{-3229.04}{1.0859754}=-2973.40\ \text{hartree}.
\]

The unscaled error is 8.6% of the Dirac binding energy, or 6.956 keV out of 80.910 keV. The nonrelativistic energy is −2738.00 hartree, so the relativistic lowering is 235.40 hartree in Dirac theory and 491.04 hartree in ZORA, somewhat more than double. The mean radius falls from 0.018131 bohr for the normalized Dirac upper component to 0.016695 bohr for the ZORA orbital. Their ratio is again \(s\).

For a difference between two levels, (5) gives

\[
E_{Z,2}-E_{Z,1}=s_1s_2(E_{D,2}-E_{D,1}).
\]

For the 2p spin-orbit splitting this is \(1.0206167\times1.0189215\times61.2238=63.668\) hartree, 4.0% above the Dirac value. Scaling each level restores 61.2238 hartree.

The 6s error is about 0.2% of that level's energy. This is 6s in a bare-nucleus field, far more strongly bound than the valence 6s electron of neutral tungsten, so the number is not an estimate for the neutral atom.

## Adding a constant to the potential

In a molecule, surrounding charges produce a potential that is nearly constant across a compact core orbital. A constant \(\Delta\) should raise each energy by \(\Delta\). In ZORA it also changes the denominator to \(a+Z/r\), where \(a=2c^2-\Delta\), assumed positive.

Dilate by \(r=tr'\) with \(ta=2c^2\). As before, the operator without its additive \(\Delta\) becomes \(1/t=a/2c^2\) times the original ZORA operator. Hence

\[
E_Z(\Delta)=\Delta+\left(1-\frac{\Delta}{2c^2}\right)E_Z
=E_Z+\Delta\left(1-\frac{E_Z}{2c^2}\right). \tag{16}
\]

The upper and lower components undergo the same dilation, so \(N\) is unchanged. Dividing (16) by \(1+N=1-E_Z/2c^2\) gives \(E_D+\Delta\), the correct shift.

For \(\Delta=50\) hartree, the unscaled 1s level moves by \(50\times1.0859754=54.2988\) hartree and the scaled level by 50.0000 hartree. An unscaled ZORA core-level shift is thus too large by the factor \(s\) in this model; for a weakly bound level \(s\) is close to one. In a general potential the factor is \(1+N\) to first order in \(\Delta\), and it equals \(s\) only for the pure Coulomb potential. The value \(\Delta=50\) hartree is chosen for visibility; chemical shifts of core levels are typically a fraction of a hartree.

## Where exactness ends

The proof needs a potential that scales as \(1/r\), apart from a constant. A finite nucleus or screening by other electrons introduces another length. For \(Z=74\), a Gaussian nucleus of root-mean-square radius 5.37 fm raises the 1s Dirac level by about 1.08 hartree relative to the point-nucleus value above, and the scaled ZORA energy then lies 0.018 hartree below the Dirac energy. Consider the model

\[
V(r)=-\frac{1+(Z-1)e^{-\mu r}}r,\qquad \mu=4\ \text{bohr}^{-1},
\]

which is not a self-consistent tungsten potential. Close to the nucleus,

\[
V\simeq-\frac Zr+(Z-1)\mu-\frac{(Z-1)\mu^2}{2}r .
\]

The constant, 292 hartree, would be treated exactly by scaling if it were the only addition to \(-Z/r\). In the full screened potential a constant is treated only nearly exactly: a further 50 hartree moves the scaled 1s level by 49.998 hartree. The linear term, with coefficient \(B=-584\) hartree per bohr, is the first to break the argument.

To estimate its effect, keep only this term inside the compact 1s orbital. This is a short-range approximation: continued to large \(r\), the linear term would leave no bound state. The \(\eta\)-dependent part of the mean Dirac energy is then approximately \(\eta A+B\langle r\rangle/\eta\), where \(A=\langle c\,\alpha\cdot p-Z/r\rangle\). Stationarity at \(\eta=1\) then gives \(A\simeq B\langle r\rangle\), so the change under dilation is approximately

\[
B\langle r\rangle\left(\eta+\frac1\eta-2\right)=B\langle r\rangle\frac{(\eta-1)^2}{\eta}.
\]

For \(\eta=1.1\) and the hydrogenic radius 0.0181 bohr, this estimate is −0.096 hartree. The full screened potential gives −0.0877 hartree. The mean is no longer independent of dilation, although the change is small beside the total energy.

The 1s Dirac energy in this model is −2691.66 hartree. ZORA errs by −230.63 hartree and scaled ZORA by +0.0506 hartree, about two parts in \(10^5\) of the Dirac energy. For 2s the errors are −9.9262 and +0.0058 hartree. Pure dilation of the Dirac spinor could only lower the mean. The second derivative of \(V(r/\eta)\) with respect to \(\eta\) is \(-(Z-1)\mu^2r\,\eta^{-3}e^{-\mu r/\eta}\), which is negative, and the rest of the mean energy is at most linear in \(\eta\). The mean is therefore largest at its stationary point, \(\eta=1\). The positive residual for 1s thus shows that the screened ZORA spinor is not exactly a compressed Dirac spinor. The difference in shape is very small: the best-fitting dilation, \(\eta\approx1.078\), leaves a squared-norm mismatch of about \(10^{-8}\). That dilation alone would change the mean by −0.055 hartree.

Scaling therefore removes most of the error in these two screened levels, but the equality \(E_S=E_D\) no longer holds. The remaining figures are in the numerical output below.

## Computed values

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.7301 hartree
nuclear charge Z = 74
1s: nonrelativistic E = -2738.0000 hartree
  Dirac E = -2973.4006, ZORA E = -3229.0398 hartree
  ZORA - Dirac = -255.6392 hartree
  N = 0.0859754, dilation s = 1.0859754
  scaled ZORA E = -2973.4006 hartree
2s: nonrelativistic E = -684.5000 hartree
  Dirac E = -758.6756, ZORA E = -774.3170 hartree
  ZORA - Dirac = -15.6414 hartree
  N = 0.0206167, dilation s = 1.0206167
  scaled ZORA E = -758.6756 hartree
2p1/2: nonrelativistic E = -684.5000 hartree
  Dirac E = -758.6756, ZORA E = -774.3170 hartree
  ZORA - Dirac = -15.6414 hartree
  N = 0.0206167, dilation s = 1.0206167
  scaled ZORA E = -758.6756 hartree
2p3/2: nonrelativistic E = -684.5000 hartree
  Dirac E = -697.4518, ZORA E = -710.6486 hartree
  ZORA - Dirac = -13.1968 hartree
  N = 0.0189215, dilation s = 1.0189215
  scaled ZORA E = -697.4518 hartree
6s: nonrelativistic E = -76.0556 hartree
  Dirac E = -79.7238, ZORA E = -79.8934 hartree
  ZORA - Dirac = -0.1696 hartree
  N = 0.0021272, dilation s = 1.0021272
  scaled ZORA E = -79.7238 hartree
1s Dirac E = -80.910 keV
1s ZORA - Dirac = -6.956 keV
1s mean radius, Dirac large component = 0.018131 bohr
1s mean radius, ZORA orbital = 0.016695 bohr
2p splitting, Dirac = 61.2238 hartree
2p splitting, ZORA = 63.6684 hartree
2p splitting, scaled ZORA = 61.2238 hartree
constant added to V = 50.0 hartree
  1s ZORA moves by 54.2988 hartree
  1s scaled ZORA moves by 50.0000 hartree
Z = 20: 1s ZORA - Dirac = -1.0823 hartree
Z = 50: 1s ZORA - Dirac = -46.2193 hartree
Z = 80: 1s ZORA - Dirac = -366.6770 hartree
screened model: mu = 4.0 per bohr
  1s Dirac mean, change at eta=1.1: -0.0877 hartree
  1s Dirac E = -2691.6605 hartree
  1s ZORA - Dirac = -230.6346 hartree
  1s scaled ZORA - Dirac = 0.0506 hartree
  2s Dirac E = -504.7018 hartree
  2s ZORA - Dirac = -9.9262 hartree
  2s scaled ZORA - Dirac = 0.0058 hartree
```
